# Charge sloshing in metals and its removal by Kerker preconditioning: a numerical check

```python
"""Charge sloshing in self-consistent iterations for a metal.

Result under test: a density error of wavevector q is multiplied by
eps(q) = 1 + kTF^2/q^2 in the residual. Simple mixing therefore needs a number
of iterations growing as L^2 (L = cell length), while Kerker mixing, with
step factor q^2/(q^2 + k0^2), needs a number that stays bounded.

Model: 3D electron gas, uniform in y and z, periodic along x, Hartree only.
Units: Hartree atomic units (bohr, hartree). Densities and potentials are
even in x and are stored as cosine amplitudes a[m] of cos(2 pi m x/L).
The density map diagonalizes the Hamiltonian; it uses no dielectric formula.
"""
import numpy as np

RS = 2.0                 # electron-gas radius, bohr
KT = 0.02                # electronic temperature, hartree
G_MAX = 3.0              # plane-wave limit, 1/bohr
SAMPLING_LENGTH = 160.0  # cell length times number of k points, bohr
SHORT_WAVE = 5.0         # wavelength of the short modulation, bohr
MODULATION = 1e-3        # background modulation relative to mean density
TOL = 1e-8               # largest residual amplitude relative to mean density

N0 = 3 / (4 * np.pi * RS**3)
KF = (3 * np.pi**2 * N0) ** (1 / 3)
EF = KF**2 / 2
KTF2 = 4 * KF / np.pi
KTF = np.sqrt(KTF2)


def occupations(energies, mu):
    """Electrons per area in each x-state, both spins, y-z motion summed."""
    return KT / np.pi * np.logaddexp(0, (mu - energies) / KT)


class Cell:
    def __init__(self, length):
        self.length = length
        m_max = int(np.ceil(G_MAX * length / (2 * np.pi)))
        m = np.arange(-m_max, m_max + 1)
        n_half = int(round(SAMPLING_LENGTH / length)) // 2
        k = (np.arange(n_half) + 0.5) * 2 * np.pi / SAMPLING_LENGTH
        self.kinetic = 0.5 * (k[:, None] + 2 * np.pi * m / length) ** 2
        self.offset = np.abs(m[:, None] - m[None, :])
        self.diag = np.arange(len(m))
        self.q = 2 * np.pi * np.arange(2 * m_max + 1) / length
        self.short = int(round(length / SHORT_WAVE))
        self.uniform = np.zeros(len(self.q))
        self.uniform[0] = N0

    def chemical_potential(self, energies):
        mu = EF
        norm = len(energies) * self.length
        for _ in range(60):
            excess = occupations(energies, mu).sum() / norm - N0
            fermi = 0.5 * (1 + np.tanh((mu - energies) / (2 * KT)))
            change = excess / (fermi.sum() / (np.pi * norm))
            mu -= change
            if abs(change) < 1e-12:
                return mu
        raise RuntimeError("chemical potential not found")

    def output_density(self, density, background):
        potential = np.zeros_like(density)
        potential[1:] = (4 * np.pi * (density - background)[1:]
                         / self.q[1:] ** 2)
        ham = np.repeat((potential[self.offset] / 2)[None],
                        len(self.kinetic), axis=0)
        ham[:, self.diag, self.diag] += self.kinetic
        energies, vectors = np.linalg.eigh(ham)
        occ = occupations(energies, self.chemical_potential(energies))
        matrix = ((vectors * occ[:, None, :])
                  @ vectors.transpose(0, 2, 1)).sum(axis=0)
        total = np.bincount(self.offset.ravel(), weights=matrix.ravel())
        return total / (len(self.kinetic) * self.length)

    def measured_eps(self, m):
        """Finite-difference eigenvalue of minus the residual derivative."""
        amplitude = 1e-4 * self.q[m] ** 2 / (4 * np.pi)
        trial = self.uniform.copy()
        trial[m] = amplitude
        return 1 - self.output_density(trial, self.uniform)[m] / amplitude

    def scf(self, step, k0=0.0, max_iter=4000):
        """Return updates used, final density, residual history, success."""
        background = self.uniform.copy()
        background[1] += MODULATION * N0
        background[self.short] += MODULATION * N0
        factor = np.zeros_like(self.q)
        factor[1:] = step * self.q[1:] ** 2 / (self.q[1:] ** 2 + k0**2)
        density, history = self.uniform.copy(), []
        for updates in range(max_iter + 1):
            residual = self.output_density(density, background) - density
            residual[0] = 0.0
            history.append(residual / N0)
            if np.max(np.abs(residual)) < TOL * N0:
                return updates, density, np.array(history), True
            density = density + factor * residual
        return max_iter, density, np.array(history), False


def eps_tf(q):
    return 1 + KTF2 / q**2


def eps_lindhard(q):
    u = q / (2 * KF)
    shape = 0.5 + (1 - u**2) / (4 * u) * np.log(abs((1 + u) / (1 - u)))
    return 1 + KTF2 / q**2 * shape


lengths = [10, 20, 40, 80]
cells = {length: Cell(float(length)) for length in lengths}

# Compressibility of the gas from the discrete level sum.
free = cells[40]
mu0 = free.chemical_potential(free.kinetic)
h = 1e-4
dn_dmu = (occupations(free.kinetic, mu0 + h).sum()
          - occupations(free.kinetic, mu0 - h).sum()) / (
              2 * h * len(free.kinetic) * free.length)
assert abs(4 * np.pi * dn_dmu / KTF2 - 1) < 0.01

print(f"rs = {RS:.1f} bohr, kT = {KT:.2f} hartree")
print(f"mean density = {N0:.5f} bohr^-3, kF = {KF:.4f} bohr^-1")
print(f"Fermi energy = {EF:.4f} hartree")
print(f"kTF = {KTF:.4f} bohr^-1, kTF^2 = {KTF2:.4f} bohr^-2")
print(f"4 pi dn/dmu from level sum = {4*np.pi*dn_dmu:.4f} bohr^-2")
print(f"background modulation / mean density = {MODULATION:.0e}")
print(f"residual tolerance / mean density = {TOL:.0e}")

# Dielectric eigenvalues of the actual density map.
print("Longest wave: L (bohr), q (bohr^-1), eps measured, TF, Lindhard")
long_eps = {}
for length, cell in cells.items():
    q1 = cell.q[1]
    long_eps[length] = cell.measured_eps(1)
    print(f"  {length:3d} {q1:.4f} {long_eps[length]:.3f} "
          f"{eps_tf(q1):.3f} {eps_lindhard(q1):.3f}")
    assert abs(long_eps[length] / eps_lindhard(q1) - 1) < 0.01
    if length >= 20:
        assert abs(long_eps[length] / eps_tf(q1) - 1) < 0.02
q_short = cells[40].q[cells[40].short]
short_eps = cells[40].measured_eps(cells[40].short)
assert abs(short_eps / eps_lindhard(q_short) - 1) < 0.01
print(f"Short wave: {SHORT_WAVE:.0f} bohr, q = {q_short:.4f} bohr^-1")
print(f"  eps measured {short_eps:.4f}, TF {eps_tf(q_short):.4f}, "
      f"Lindhard {eps_lindhard(q_short):.4f}")

print("Spectrum for q < 1.9 bohr^-1: L (bohr), eps min, max; Kerker min, max")
for length in lengths[1:]:
    cell = cells[length]
    modes = [m for m in range(1, len(cell.q)) if cell.q[m] < 1.9]
    eps = np.array([cell.measured_eps(m) for m in modes])
    kerker = eps * cell.q[modes] ** 2 / (cell.q[modes] ** 2 + KTF2)
    print(f"  {length:3d} {eps.min():.3f} {eps.max():.3f}; "
          f"{kerker.min():.3f} {kerker.max():.3f}")
    assert np.argmax(eps) == 0
    assert 0.8 < kerker.min() and kerker.max() < 1.02

# Full nonlinear runs: simple mixing, then Kerker with two choices of k0.
print("Iterations: L (bohr), alpha, simple, predicted; Kerker k0=kTF, kTF/2")
simple, matched, halved = {}, {}, {}
for length, cell in cells.items():
    alpha = 1 / eps_tf(cell.q[1])
    count, density_simple, history, ok = cell.scf(alpha)
    assert ok
    assert np.argmax(np.abs(history[-1])) == cell.short
    predicted = (np.log((short_eps - 1) * MODULATION / TOL)
                 / -np.log(1 - alpha * short_eps))
    assert abs(count - predicted) < 2 + 0.03 * predicted
    simple[length] = count
    matched[length], density_kerker, _, ok = cell.scf(1.0, KTF)
    assert ok
    assert np.max(np.abs(density_simple - density_kerker)) < 2 * TOL * N0
    halved[length], _, _, ok = cell.scf(0.25, KTF / 2)
    assert ok
    print(f"  {length:3d} {alpha:.5f} {count:5d} {predicted:.1f}; "
          f"{matched[length]:3d} {halved[length]:3d}")
for a, b in zip(lengths[1:-1], lengths[2:]):
    exponent = np.log(simple[b] / simple[a]) / np.log(b / a)
    print(f"Simple-mixing exponent, {a} to {b} bohr = {exponent:.3f}")
    assert 1.9 < exponent < 2.1
assert max(matched.values()) - min(matched.values()) <= 4
assert max(halved.values()) - min(halved.values()) <= 8

# Re-tuning the scalar step does not remove the growth.
best = {}
for length in (20, 40):
    cell = cells[length]
    trials = []
    for scale in (1.2, 1.4, 1.6, 1.7, 1.8, 1.85, 1.9):
        count, _, _, ok = cell.scf(scale / eps_tf(cell.q[1]))
        assert ok
        trials.append((count, scale))
    best[length] = min(trials)
    print(f"Best scanned step, L = {length} bohr: alpha*eps_max = "
          f"{best[length][1]:.2f}, iterations = {best[length][0]}")
ratio = best[40][0] / best[20][0]
print(f"Ratio of best counts, 40 to 20 bohr = {ratio:.2f}")
assert 3.0 < ratio < 4.6

# Above the stability limit the longest wave alternates in sign and grows.
cell = cells[20]
alpha = 2.1 / eps_tf(cell.q[1])
_, _, history, ok = cell.scf(alpha, max_iter=40)
growth = history[11, 1] / history[10, 1]
expected = 1 - alpha * long_eps[20]
print(f"Unstable run, L = 20 bohr: alpha = {alpha:.4f}")
print(f"  long-wave residual ratio per step = {growth:.4f}, "
      f"1 - alpha*eps = {expected:.4f}")
print(f"  residual growth over 40 steps = "
      f"{abs(history[40, 1] / history[0, 1]):.2f}")
assert not ok and growth < -1 and abs(growth - expected) < 0.02
assert abs(history[40, 1]) > 5 * abs(history[0, 1])

# Longest stable cell if the step is kept at the value tuned for 20 bohr.
fixed_alpha = 1 / eps_tf(cells[20].q[1])
critical = 2 * np.pi / KTF * np.sqrt(2 / fixed_alpha - 1)
print(f"Fixed alpha = {fixed_alpha:.4f}: critical L = {critical:.2f} bohr")
_, _, history, ok = cells[40].scf(fixed_alpha, max_iter=12)
assert critical < 40 and not ok
assert abs(history[:, 1]).max() > 5 * abs(history[0, 1])
print("tests ok")
```

Printed output:

```
rs = 2.0 bohr, kT = 0.02 hartree
mean density = 0.02984 bohr^-3, kF = 0.9596 bohr^-1
Fermi energy = 0.4604 hartree
kTF = 1.1053 bohr^-1, kTF^2 = 1.2218 bohr^-2
4 pi dn/dmu from level sum = 1.2199 bohr^-2
background modulation / mean density = 1e-03
residual tolerance / mean density = 1e-08
Longest wave: L (bohr), q (bohr^-1), eps measured, TF, Lindhard
   10 0.6283 3.977 4.095 3.982
   20 0.3142 13.248 13.379 13.268
   40 0.1571 50.328 50.517 50.406
   80 0.0785 198.646 199.067 198.956
Short wave: 5 bohr, q = 1.2566 bohr^-1
  eps measured 1.6495, TF 1.7737, Lindhard 1.6513
Spectrum for q < 1.9 bohr^-1: L (bohr), eps min, max; Kerker min, max
   20 1.183 13.248; 0.880 0.990
   40 1.183 50.328; 0.880 0.996
   80 1.183 198.646; 0.880 0.998
Iterations: L (bohr), alpha, simple, predicted; Kerker k0=kTF, kTF/2
   10 0.24421    22 21.5;   5  27
   20 0.07474    85 84.2;   5  27
   40 0.01980   334 333.8;   5  27
   80 0.00502  1332 1331.8;   5  27
Simple-mixing exponent, 20 to 40 bohr = 1.974
Simple-mixing exponent, 40 to 80 bohr = 1.996
Best scanned step, L = 20 bohr: alpha*eps_max = 1.70, iterations = 48
Best scanned step, L = 40 bohr: alpha*eps_max = 1.90, iterations = 174
Ratio of best counts, 40 to 20 bohr = 3.62
Unstable run, L = 20 bohr: alpha = 0.1570
  long-wave residual ratio per step = -1.0794, 1 - alpha*eps = -1.0795
  residual growth over 40 steps = 20.54
Fixed alpha = 0.0747: critical L = 28.85 bohr
tests ok
```
